**Exact-exchange kernel and helium excitations: numerical tests**

For a two-electron singlet with repulsion $w=e^2/(4\pi\varepsilon_0r_{12})$, the exact-exchange kernel is $-w/2$ for the total density and $-w$ between equal spins. The single-pole energies are $\Delta\pm K$ for singlet and triplet, where $\Delta$ is the Kohn-Sham orbital gap and $K$ is the integral of $w$ over two copies of the transition density. The program solves the optimized-potential equation on a radial grid with the nonlocal Fock operator and asserts that $v_x=-v_H/2$ up to a constant for two electrons, that this fails in a four-electron model, and that finite differences of the potential reproduce the kernel. It also asserts that the ten lowest response poles of each spin symmetry agree with time-dependent Hartree-Fock theory, and that $\Delta\pm K$ equals both a difference of configuration energies and the first-order result in the kernel strength. The gaps and $K$ values from the Gaussian basis are compared with a separate radial finite-difference solution. The output gives single-pole energies of 21.28 and 20.05 eV for the 2s singlet and triplet, and 21.73 and 21.29 eV for the 2p pair. These lie 0.3 to 0.7 eV above full configuration interaction in the same basis.

## Check in Python

```python
"""Exact-exchange response of a two-electron singlet, applied to helium.

Result under test: with w = e^2/(4 pi eps0 r12), the exchange kernel is
-w/2 for the total density and -w between equal spins (0 between opposite
spins).  Single-pole excitation energies are
    singlet: gap + K,    triplet: gap - K,
gap = Kohn-Sham orbital energy difference eps_a - eps_1s,
K   = Coulomb self-energy of the transition density phi_1s * phi_a.
Internally energies are in hartree and lengths in bohr; output is in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from pyscf import gto, scf

bohr = const.physical_constants["Bohr radius"][0]
hartree_J = const.e**2 / (4 * np.pi * const.epsilon_0 * bohr)
eV = hartree_J / const.e


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


# ---- Optimized exchange potential from the nonlocal Fock operator ----
n_grid, box = 80, 5.0
step = box / (n_grid + 1)
r = step * np.arange(1, n_grid + 1)
coulomb = 1 / np.maximum.outer(r, r)      # spherical average of 1/r12


def optimized_exchange(v_s, n_occ):
    """Solve the optimized-potential equation for doubly filled s orbitals."""
    ham = np.diag(1 / step**2 + v_s)
    ham -= (np.eye(n_grid, k=1) + np.eye(n_grid, k=-1)) / (2 * step**2)
    e, u = np.linalg.eigh(ham)
    occ, vir = u[:, :n_occ], u[:, n_occ:]
    fock_x = -(occ @ occ.T) * coulomb
    chi = np.zeros((n_grid, n_grid))
    rhs = np.zeros(n_grid)
    for i in range(n_occ):
        prod = occ[:, i:i + 1] * vir
        scaled = prod / (e[i] - e[n_occ:])
        chi += scaled @ prod.T
        rhs += scaled @ (vir.T @ fock_x @ occ[:, i])
    # The added constant matrix only fixes the free constant in v_x.
    fixed = chi - 0.01 / n_grid * np.ones((n_grid, n_grid))
    return np.linalg.solve(fixed, rhs), 2 * (occ**2).sum(1), chi


def spread(values, density):
    """Density-weighted rms after removal of an additive constant."""
    weight = density / density.sum()
    return np.sqrt(weight @ (values - weight @ values)**2)


v_model = -2 / r + (1 - np.exp(-2 * r)) / r
vx2, dens2, chi2 = optimized_exchange(v_model, 1)
vx4, dens4, _ = optimized_exchange(v_model, 2)
dev2 = spread(vx2 + 0.5 * coulomb @ dens2, dens2)
dev4 = spread(vx4 + 0.5 * coulomb @ dens4, dens4)
assert dev2 < 1e-6
assert dev4 * eV > 0.1                    # the relation fails for 4 electrons

eta = 1e-3
probe = r * np.exp(-r)
vx_plus = optimized_exchange(v_model + eta * probe, 1)[0]
vx_minus = optimized_exchange(v_model - eta * probe, 1)[0]
dvx = (vx_plus - vx_minus) / (2 * eta)
dvx_kernel = -0.5 * coulomb @ (4 * chi2 @ probe)
kernel_error = spread(dvx - dvx_kernel, dens2) / spread(dvx_kernel, dens2)
assert kernel_error < 1e-3                # finite-difference accuracy

# ---- Helium in an even-tempered Gaussian basis ----
basis = [[0, [0.012 * 2.4**k, 1.0]] for k in range(13)]
basis += [[1, [0.012 * 2.5**k, 1.0]] for k in range(8)]
basis += [[2, [a, 1.0]] for a in (0.3, 1.0, 3.3)]
mol = gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
E_hf = mf.kernel()
assert mf.converged
dm = np.array(mf.make_rdm1())
J, X = mf.get_jk(mol, dm)
h_ao, S = mf.get_hcore(), mf.get_ovlp()
U_hartree = 0.5 * np.sum(dm * J)
E_x = -0.25 * np.sum(dm * X)
assert abs(E_x + 0.5 * U_hartree) < 1e-9

eps, C = eigh(h_ao + 0.5 * J, S)          # exact-exchange Kohn-Sham
eps_hf, C_hf = eigh(h_ao + J - 0.5 * X, S)
assert abs(abs(C[:, 0] @ S @ C_hf[:, 0]) - 1) < 1e-9
assert np.ptp(eps[2:5]) < 1e-7            # 2p is threefold degenerate
n = len(eps)


def pair_integrals(orbitals):
    """Return (00|ab) and (0a|0b) over the virtual orbitals a, b."""
    p0 = np.outer(orbitals[:, 0], orbitals[:, 0])
    j0, k0 = mf.get_jk(mol, p0)
    vir = orbitals[:, 1:]
    return vir.T @ j0 @ vir, vir.T @ k0 @ vir


gap = eps[1:] - eps[0]
K = pair_integrals(C)[1]
assert np.abs(K[1:4, 1:4] - K[1, 1] * np.eye(3)).max() < 1e-7


def response_poles(sign, strength=1.0):
    root = np.sqrt(gap)
    m = np.diag(gap) + 2 * sign * strength * K
    return np.sqrt(np.linalg.eigvalsh(root[:, None] * m * root))


# Time-dependent Hartree-Fock with Hartree-Fock orbitals and energies
direct, exch = pair_integrals(C_hf)
gap_hf = np.diag(eps_hf[1:] - eps_hf[0])
hf_blocks = {1: (gap_hf + 2 * exch - direct, exch),
             -1: (gap_hf - direct, -exch)}
poles, pole_error = {}, 0.0
for s, (A, B) in hf_blocks.items():
    poles[s] = response_poles(s)
    squared = np.linalg.eigvals((A - B) @ (A + B))
    tdhf = np.sqrt(np.sort(squared.real))
    pole_error = max(pole_error, np.abs(tdhf[:10] - poles[s][:10]).max())
assert pole_error < 1e-5                  # limited by SCF convergence

# ---- Two-electron Hamiltonian in the Kohn-Sham orbitals ----
h_mo = C.T @ h_ao @ C
eri = mol.intor("int2e").reshape(n, n, n, n)
for index in range(4):                    # each pass transforms one index
    eri = np.tensordot(eri, C, axes=(0, 0))


def two_electron_blocks(h, g):
    """Hamiltonian for symmetric (singlet) and antisymmetric (triplet) pairs."""
    m = len(h)
    one = np.eye(m)
    full = g.transpose(0, 2, 1, 3) + np.einsum("pr,qs->pqrs", h, one)
    full = full + np.einsum("pr,qs->pqrs", one, h)
    full = full.reshape(m * m, m * m)
    p, q = np.triu_indices(m)
    norm = np.where(p == q, np.sqrt(0.5), 1.0)
    rows = full[p * m + q]
    sym = (rows[:, p * m + q] + rows[:, q * m + p]) * np.outer(norm, norm)
    p, q = np.triu_indices(m, 1)
    rows = full[p * m + q]
    return sym, rows[:, p * m + q] - rows[:, q * m + p]


def lowest(matrix):
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, 5])


H_s, H_t = two_electron_blocks(h_mo, eri)
ci_s, ci_t = lowest(H_s), lowest(H_t)
assert np.ptp(ci_s[2:5]) < 1e-6 and np.ptp(ci_t[1:4]) < 1e-6
assert abs(H_s[0, 0] - E_hf) < 1e-7
assert np.abs(H_s[0, 1:n]).max() < 1e-4   # Brillouin, SCF-limited

keep = np.where(np.abs(C[-15:]).max(axis=0) < 1e-6)[0]
assert len(keep) == n - 15
small_s, small_t = two_electron_blocks(
    h_mo[np.ix_(keep, keep)], eri[np.ix_(keep, keep, keep, keep)])
sp_s, sp_t = lowest(small_s), lowest(small_t)

# ---- Radial finite-difference solution, free of Gaussian functions ----
dr = 0.005
x = dr * np.arange(1, 8000)


def multipole_potential(rho, L):
    inner = np.cumsum(x**L * rho) * dr
    tail = np.cumsum(rho / x**(L + 1)) * dr
    return inner / x**(L + 1) + x**L * (tail[-1] - tail)


def radial_states(v, L, count):
    diag = 1 / dr**2 + v + L * (L + 1) / (2 * x**2)
    off = np.full(len(x) - 1, -0.5 / dr**2)
    e, u = eigh_tridiagonal(diag, off, select="i",
                            select_range=(0, count - 1))
    return e, u / np.sqrt(dr)


u1 = 2 * 1.7**1.5 * x * np.exp(-1.7 * x)
v_other = multipole_potential(u1**2, 0)
for cycle in range(40):
    e_s, u_s = radial_states(-2 / x + v_other, 0, 2)
    new = multipole_potential(u_s[:, 0]**2, 0)
    change = np.abs(new - v_other).max()
    v_other = 0.3 * v_other + 0.7 * new
assert change < 1e-7
e_p, u_p = radial_states(-2 / x + v_other, 1, 1)
rho_s, rho_p = u_s[:, 0] * u_s[:, 1], u_s[:, 0] * u_p[:, 0]
grid_gap = [e_s[1] - e_s[0], e_p[0] - e_s[0]]
grid_K = [np.sum(rho_s * multipole_potential(rho_s, 0)) * dr,
          np.sum(rho_p * multipole_potential(rho_p, 1)) * dr / 3]

# ---- Output and tests of the single-pole energies ----
show("v_x + v_H/2, rms, 2-electron model", dev2 * eV, digits=9)
show("v_x + v_H/2, rms, 4-electron model", dev4 * eV)
print(f"Kernel vs finite difference, relative error: {kernel_error:.1e}")
print(f"Response vs TDHF poles, largest error: {pole_error * eV:.1e} eV")
show("He Hartree energy U", U_hartree * eV)
show("He exchange energy E_x", E_x * eV)
show("He total energy, exact exchange", E_hf * eV)
show("He total energy, full CI", ci_s[0] * eV)
ground_error = E_hf - ci_s[0]
show("Ground-state energy error", ground_error * eV)
for name, a in (("1s", 0), ("2s", 1), ("2p", 2)):
    show(f"Kohn-Sham eigenvalue {name}", eps[a] * eV)

basis_shift = 0.0
for t, (name, a) in enumerate((("2s", 1), ("2p", 2))):
    delta, k_a = gap[a - 1], K[a - 1, a - 1]
    assert k_a > 0
    assert abs(grid_gap[t] - delta) * eV < 0.01
    assert abs(grid_K[t] - k_a) * eV < 0.01
    show(f"1s-{name} gap, Gaussian basis", delta * eV)
    show(f"1s-{name} gap, radial grid", grid_gap[t] * eV)
    show(f"1s-{name} K, Gaussian basis", k_a * eV)
    show(f"1s-{name} K, radial grid", grid_K[t] * eV)
    for s, spin in ((1, "singlet"), (-1, "triplet")):
        single_pole = delta + s * k_a
        config = H_s[a, a] if s == 1 else H_t[a - 1, a - 1]
        assert abs(config - H_s[0, 0] - single_pole) < 1e-6
        lam = 0.02                        # large enough to beat rounding
        slope = (response_poles(s, lam)[t]
                 - response_poles(s, -lam)[t]) / (2 * lam)
        assert abs(slope - s * k_a) < 1e-3 * k_a
        exact = ci_s[a] if s == 1 else ci_t[a - 1]
        ci_gap = exact - ci_s[0]
        sp_gap = (sp_s[a] if s == 1 else sp_t[a - 1]) - sp_s[0]
        basis_shift = max(basis_shift, abs(sp_gap - ci_gap))
        assert config - exact > -1e-7 and ground_error > 0
        one_transition = np.sqrt(delta * (delta + 2 * s * k_a))
        tag = f"{name} {spin}"
        show(f"{tag}, single pole", single_pole * eV)
        print(f"{tag}, single pole: {single_pole * hartree_J:.4e} J")
        show(f"{tag}, one transition", one_transition * eV)
        show(f"{tag}, full response", poles[s][t] * eV)
        show(f"{tag}, full CI", ci_gap * eV)
        show(f"{tag}, single pole - full CI", (single_pole - ci_gap) * eV)
        show(f"{tag}, configuration error", (config - exact) * eV)
    ci_split = (ci_s[a] - ci_t[a - 1]) * eV
    show(f"{name} splitting 2K", 2 * k_a * eV)
    show(f"{name} splitting, full CI", ci_split)
show("Largest CI excitation change without d", basis_shift * eV)
print("finished without a failed check")
```

It prints:

```
v_x + v_H/2, rms, 2-electron model: 0.000000000 eV
v_x + v_H/2, rms, 4-electron model: 4.0833 eV
Kernel vs finite difference, relative error: 6.9e-08
Response vs TDHF poles, largest error: 6.5e-09 eV
He Hartree energy U: 55.8232 eV
He exchange energy E_x: -27.9116 eV
He total energy, exact exchange: -77.8675 eV
He total energy, full CI: -78.9786 eV
Ground-state energy error: 1.1111 eV
Kohn-Sham eigenvalue 1s: -24.9780 eV
Kohn-Sham eigenvalue 2s: -4.3084 eV
Kohn-Sham eigenvalue 2p: -3.4674 eV
1s-2s gap, Gaussian basis: 20.6696 eV
1s-2s gap, radial grid: 20.6696 eV
1s-2s K, Gaussian basis: 0.6149 eV
1s-2s K, radial grid: 0.6150 eV
2s singlet, single pole: 21.2846 eV
2s singlet, single pole: 3.4102e-18 J
2s singlet, one transition: 21.2757 eV
2s singlet, full response: 21.1021 eV
2s singlet, full CI: 20.5881 eV
2s singlet, single pole - full CI: 0.6965 eV
2s singlet, configuration error: 1.8076 eV
2s triplet, single pole: 20.0547 eV
2s triplet, single pole: 3.2131e-18 J
2s triplet, one transition: 20.0452 eV
2s triplet, full response: 19.6895 eV
2s triplet, full CI: 19.7902 eV
2s triplet, single pole - full CI: 0.2645 eV
2s triplet, configuration error: 1.3756 eV
2s splitting 2K: 1.2299 eV
2s splitting, full CI: 0.7979 eV
1s-2p gap, Gaussian basis: 21.5105 eV
1s-2p gap, radial grid: 21.5104 eV
1s-2p K, Gaussian basis: 0.2209 eV
1s-2p K, radial grid: 0.2209 eV
2p singlet, single pole: 21.7314 eV
2p singlet, single pole: 3.4818e-18 J
2p singlet, one transition: 21.7303 eV
2p singlet, full response: 21.6860 eV
2p singlet, full CI: 21.1944 eV
2p singlet, single pole - full CI: 0.5370 eV
2p singlet, configuration error: 1.6482 eV
2p triplet, single pole: 21.2896 eV
2p triplet, single pole: 3.4110e-18 J
2p triplet, one transition: 21.2885 eV
2p triplet, full response: 21.2150 eV
2p triplet, full CI: 20.9379 eV
2p triplet, single pole - full CI: 0.3517 eV
2p triplet, configuration error: 1.4628 eV
2p splitting 2K: 0.4418 eV
2p splitting, full CI: 0.2565 eV
Largest CI excitation change without d: 0.0549 eV
finished without a failed check
```
